# Dipolar Second Moment of Rotating Proton Pairs and Solid Benzene

## Question

Two protons a fixed distance $r$ apart belong to a rigid molecule in a solid. The molecule can turn about an axis that is fixed in the crystal, and the pair vector makes the angle $\gamma$ with this axis. The sample is an isotropic powder in a field along $z$, so strong that the Larmor frequency far exceeds the dipolar coupling

$$b=\frac{\mu_0\gamma_p^2\hbar}{4\pi r^3},$$

where $\gamma_p$ is the proton gyromagnetic ratio. With $\mathbf e$ the unit vector along the pair,

$$\frac{H_D}{\hbar}=b\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf e)(\mathbf I_2\cdot\mathbf e)\right].$$

Spin operators are dimensionless, and frequencies are angular and measured from the Larmor frequency. The second moment $M_2$ is the intensity-weighted mean of $\omega^2$. Let $P_2(x)=(3x^2-1)/2$, let $\theta$ be the angle between field and pair vector, and let $\beta$ be the angle between field and rotation axis.

## (a) Find the spectrum and second moment of one static pair.

**Model answer.** In high field only the part of $H_D$ that commutes with $I_z=I_{1z}+I_{2z}$ acts to first order. Choose the $x$ axis so that $\mathbf e=(\sin\theta,0,\cos\theta)$. Then

$$(\mathbf I_1\cdot\mathbf e)(\mathbf I_2\cdot\mathbf e)=\cos^2\theta\,I_{1z}I_{2z}+\sin^2\theta\,I_{1x}I_{2x}+\sin\theta\cos\theta\,(I_{1x}I_{2z}+I_{1z}I_{2x}).$$

The last term changes the total magnetic quantum number by $\pm1$ and is dropped. In the second term,

$$I_{1x}I_{2x}=\tfrac12(\mathbf I_1\cdot\mathbf I_2-I_{1z}I_{2z})+\tfrac14(I_{1+}I_{2+}+I_{1-}I_{2-}),$$

and the final bracket, which changes it by $\pm2$, is dropped too. What remains is

$$\frac{H}{\hbar}=b\left[\left(1-\tfrac32\sin^2\theta\right)\mathbf I_1\cdot\mathbf I_2-\left(3\cos^2\theta-\tfrac32\sin^2\theta\right)I_{1z}I_{2z}\right].$$

The first coefficient equals $P_2(\cos\theta)$ and the second $3P_2(\cos\theta)$, so

$$\frac{H}{\hbar}=-bP_2(\cos\theta)\,(3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2).$$

In the triplet, $\mathbf I_1\cdot\mathbf I_2=1/4$. The operator in brackets is $3/4-1/4=1/2$ for $m=\pm1$ and $-3/4-1/4=-1$ for $m=0$. The singlet is not coupled to the triplet by the total $I_x$. The two allowed transitions have equal intensity and lie at

$$\omega=\pm\tfrac32\,bP_2(\cos\theta),\qquad\text{so}\qquad M_2=\tfrac94\,b^2P_2^2(\cos\theta).$$

## (b) Average this second moment over the static powder.

**Model answer.** In an isotropic powder $u=\cos\theta$ is uniformly distributed. Since $P_2^2$ is even in $u$,

$$\langle P_2^2\rangle=\int_0^1\frac{9u^4-6u^2+1}{4}\,du=\frac14\left(\frac95-2+1\right)=\frac15 .$$

Hence

$$M_2^{\rm static}=\frac{9}{20}\,b^2 .$$

## (c) The molecule now turns rapidly. Show that the second moment of the narrowed line is $P_2^2(\cos\gamma)$ times the static powder value. Which jump motions give the same result?

**Model answer.** The Hamiltonians of the pair at different times are multiples of one operator and therefore commute. For a given motion the signal is the cosine of the accumulated phase

$$\Phi(t)=\frac32\,b\int_0^tP_2(\cos\theta(t'))\,dt'.$$

Let $\tau_c$ be the time over which the orientation about the axis is forgotten. For random motion, the departure of $\Phi$ from its mean has a variance of order $b^2\tau_ct$. At $t\sim1/b$, the time over which the static powder signal decays, this variance is of order $b\tau_c$. If $b\tau_c\ll1$, the phase over such times is therefore $\bar\omega t$ to leading order, with $\bar\omega=\frac32b\langle P_2(\cos\theta)\rangle$. For uniform rotation at angular velocity $\Omega$, the departure is an oscillation of size $b/\Omega$, and the condition is $\Omega\gg b$. Here $\Omega$ is also taken to be far below the Larmor frequency, so that the rotation cannot bring the terms dropped in part (a) into resonance.

With $\varphi$ the azimuth of the pair vector about the rotation axis,

$$\cos\theta=\cos\beta\cos\gamma+\sin\beta\sin\gamma\cos\varphi .$$

Since $\langle\cos\varphi\rangle=0$ and $\langle\cos^2\varphi\rangle=1/2$, the abbreviations $B=\cos^2\beta$ and $C=\cos^2\gamma$ give

$$\langle\cos^2\theta\rangle=BC+\tfrac12(1-B)(1-C)=\tfrac12(3BC-B-C+1).$$

Therefore

$$\langle P_2(\cos\theta)\rangle=\tfrac14(9BC-3B-3C+1)=\tfrac{3B-1}{2}\cdot\tfrac{3C-1}{2}=P_2(\cos\beta)P_2(\cos\gamma).$$

The angle $\gamma$ is the same in every crystallite, while $\cos\beta$ is uniformly distributed. The integral of part (b) applies to $\beta$:

$$M_2^{\rm rot}=\frac94b^2P_2^2(\cos\gamma)\,\langle P_2^2(\cos\beta)\rangle=P_2^2(\cos\gamma)\,M_2^{\rm static}.$$

The motion entered only through the averages of $\cos\varphi$ and $\cos2\varphi$. The result holds whenever both vanish for every field direction. For jumps among $N$ equally spaced, equally populated positions, the average of $e^{in\varphi}$ is a geometric sum with ratio $e^{2\pi in/N}$. It vanishes unless $n/N$ is an integer. Both $n=1$ and $n=2$ are covered when $N\ge3$. For $N=2$, $\cos2\varphi$ is not averaged, and the formula fails in general.

A pair along the axis ($\gamma=0$) is unaffected by the motion. At $\gamma=30^\circ$ the factor is $0.3906$. At $\gamma\approx54.7^\circ$, where $3\cos^2\gamma=1$, it vanishes, and the remaining width comes from the finite rate of motion or from other couplings.

## (d) Extend the result to several protons, and find the factor for the intramolecular part in benzene turning about its sixfold axis.

**Model answer.** For $N_s$ protons, $H/\hbar=-\sum_{i<j}b_{ij}P_2(\cos\theta_{ij})A_{ij}$ with $A_{ij}=3I_{iz}I_{jz}-\mathbf I_i\cdot\mathbf I_j$. The signal is proportional to $\mathrm{Tr}(I_xe^{-iHt/\hbar}I_xe^{iHt/\hbar})$, where $I_x$ is now the total component. Minus its second derivative at $t=0$, divided by its initial value, is

$$M_2=-\frac{\mathrm{Tr}\left([H/\hbar,I_x]^2\right)}{\mathrm{Tr}(I_x^2)} .$$

The scalar product $\mathbf I_i\cdot\mathbf I_j$ commutes with $I_x$, and $[I_{iz},I_{ix}]=iI_{iy}$, so

$$[A_{ij},I_x]=3i\,(I_{iy}I_{jz}+I_{iz}I_{jy}).$$

The product of commutators for two different pairs contains a spin represented by a single component. Its trace is zero, so different pairs give no cross terms. For one pair,

$$-\mathrm{Tr}\left([A_{ij},I_x]^2\right)=9\cdot2\cdot\tfrac14\cdot\tfrac14\cdot2^{N_s}=\tfrac98\,2^{N_s},$$

because $\mathrm{Tr}(I_yI_z)=0$ for each spin. With $\mathrm{Tr}(I_x^2)=N_s2^{N_s}/4$,

$$M_2=\frac{9}{2N_s}\sum_{i<j}b_{ij}^2P_2^2(\cos\theta_{ij}).$$

For $N_s=2$ this is the result of part (a). For equivalent protons the powder average is $\frac{9}{20}\sum_jb_{ij}^2$, where the sum runs over the neighbours $j$ of any one proton $i$.

With more than two spins the Hamiltonians at different times need not commute. To leading order in $b\tau_c$ the spins still evolve under the time-averaged Hamiltonian, because the evolution over an interval much shorter than $1/b$ is linear in the integral of $H$. Each $P_2(\cos\theta_{ij})$ is thus replaced by $P_2(\cos\beta)P_2(\cos\gamma_{ij})$, and each pair contribution is scaled by its own $P_2^2(\cos\gamma_{ij})$.

In benzene all six protons lie in the plane perpendicular to the axis, so $\gamma_{ij}=90^\circ$ for every pair. Since $P_2(0)=-1/2$,

$$\frac{M_2^{\rm rot}}{M_2^{\rm static}}=\left(-\frac12\right)^2=\frac14 .$$

Jumps by $60^\circ$ suffice. Flips by $180^\circ$ about the same axis would merely reverse each vector, leaving $P_2(\cos\theta)$ unchanged and the ratio equal to 1.

## (e) Evaluate the intramolecular second moments for a regular proton hexagon of side $a=0.250$ nm.

**Model answer.** The side is a round model value, and vibrations are neglected. The real molecule has about 0.248 nm, which raises the second moments below by about 5%. At the distance $a$ the coupling is $b_a=4.830\times10^4$ rad/s. Each proton has two neighbours at $a$, two at $\sqrt3a$ and one at $2a$. Since $b^2\propto r^{-6}$,

$$M_2^{\rm static}=\frac9{20}b_a^2\left(2+\frac2{27}+\frac1{64}\right)=0.45\,(4.830\times10^4)^2(2.0897)\ \mathrm{s^{-2}}.$$

The three contributions are

$$(2.100+0.078+0.016)\times10^9\ \mathrm{s^{-2}}=2.194\times10^9\ \mathrm{s^{-2}}.$$

The two nearest neighbours supply about 96% of the sum. The result scales as $a^{-6}$, so a 1% change in $a$ changes it by about 6%.

Rotation gives $M_2^{\rm rot}=2.194\times10^9/4=5.49\times10^8\ \mathrm{s^{-2}}$. The root-mean-square widths $\sqrt{M_2}/2\pi$ are 7.5 kHz at rest and 3.7 kHz in rotation. The width is halved because the second moment is quartered.

## (f) A motion that does not depend on the spins cannot change the second moment of the complete spectrum. Reconcile this with part (c) for $\gamma=90^\circ$, and say how fast the motion must be.

**Model answer.** The complete second moment is the initial curvature of the signal. Take random motion first. For $t\ll\tau_c$ the molecule has not yet moved, so $\Phi=\omega t$ with the static frequency, and the curvature is the full $\frac9{20}b^2$. For $\tau_c\ll t\ll1/b$ the phase is $\bar\omega t$, and the curvature is $\frac14\cdot\frac9{20}b^2=\frac9{80}b^2$. This later curvature describes the narrowed line.

Under uniform rotation the curvature does not settle but oscillates at $2\Omega$ about this later value. This case shows where the difference goes. With $\cos\theta=\sin\beta\cos\varphi$ and $\varphi=\Omega t+\varphi_0$,

$$\omega(t)=\bar\omega+\omega_1\cos2\varphi,\qquad \omega_1=\tfrac98\,b\sin^2\beta .$$

The phase oscillates with amplitude $\omega_1/2\Omega$. Write $\Phi=\bar\omega t+\delta$ with $\delta=z[\sin(2\Omega t+2\varphi_0)-\sin2\varphi_0]$ and $z=\omega_1/2\Omega$. In the powder $\varphi_0$ is uniformly distributed, so $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=z^2(1-\cos2\Omega t)$. To second order in $z$ the averaged signal is $\cos\bar\omega t\,[1-\tfrac12z^2+\tfrac12z^2\cos2\Omega t]$. This contains two sidebands near $\pm2\Omega$, each with relative intensity $z^2/4=(\omega_1/4\Omega)^2$. Their second moment is

$$2\left(\frac{\omega_1}{4\Omega}\right)^2(2\Omega)^2=\frac{\omega_1^2}{2},$$

which stays finite although the intensity vanishes for large $\Omega$. With $\langle\sin^4\beta\rangle=8/15$, the powder average is $\frac{81}{128}\cdot\frac8{15}b^2=\frac{27}{80}b^2$, just the missing $\left(\frac{36}{80}-\frac9{80}\right)b^2$.

For random $60^\circ$ jumps at rate $k$ to each neighbouring position, $\langle e^{2i\varphi}\rangle$ decays at the rate $2k(1-\cos120^\circ)=3k$, so $\tau_c=1/(3k)$. The numerical output for one pair with $k=100b$ gives, for the normalised signal $S$, the estimate $2[1-S(t)]/t^2=0.4497b^2$ of the initial curvature from $bt=10^{-5}$, and a curvature of $0.1123b^2$ at $bt=0.10$. The two limits are $0.45b^2$ and $0.1125b^2$.

At four sampled times from $bt=2$ to 8, the largest departure from the fully narrowed signal, relative to the initial signal, is 0.52 for $k=0.01b$, 0.15 for $k=b$ and 0.003 for $k=100b$. A jump rate merely equal to the coupling is therefore not yet fast. For the nearest protons of part (e), $k=100b$ means about $4.8\times10^6$ jumps per second to each neighbouring position.

## (g) May the measured second moment of solid benzene be divided by four to predict the effect of rotation?

**Model answer.** No. It also contains intermolecular pairs, whose vectors change in length as well as direction. The factor derived for a rigid pair does not apply to them.

Consider two parallel proton hexagons on a common axis, $2a=0.500$ nm apart, with the sites of one directly above those of the other, jumping independently. Let $\gamma'$ be the angle between an intermolecular pair vector and the axis. Rotation leaves the mean of $P_2(\cos\gamma')/r^3$, so the intermolecular ratio is

$$\frac{\langle P_2(\cos\gamma')/r^3\rangle^2}{\langle r^{-6}\rangle}=0.3802,$$

where the averages run over the six relative positions of the protons. This arrangement is an illustration, not the benzene crystal, and its ratio depends strongly on the spacing: it is 0.16 for rings $a$ apart and 0.80 for rings $5a$ apart, so it can lie on either side of $1/4$. In the real crystal the intermolecular part is the larger share of the static second moment. A lattice sum with independent jumps reduces it by more than a factor of four, to roughly 0.14 of its static value. To isolate the factor $1/4$, the intramolecular part must first be separated from the total.

## Table of computed values

```
Powder M2 ratio, rotating/static, from rotated vectors:
  gamma =   0.0 deg: ratio = 1.0000
  gamma =  30.0 deg: ratio = 0.3906
  gamma =  54.7 deg: ratio = 0.0000
  gamma =  70.0 deg: ratio = 0.1053
  gamma =  90.0 deg: ratio = 0.2500
Isotropic average of P2^2 = 0.2000
gamma = 90 deg, twofold jumps: ratio = 1.0000
gamma = 90 deg, threefold jumps: ratio = 0.2500
Benzene proton hexagon:
  side a = 0.250 nm
  proton gyromagnetic ratio = 2.67522e+08 rad s^-1 T^-1
  coupling b at distance a = 4.8303e+04 rad/s
  sum of (a/r)^6 per proton = 2.08970
  ortho (2): r = 0.2500 nm, static M2 part = 2.0999e+09 s^-2
  meta (2): r = 0.4330 nm, static M2 part = 7.7773e+07 s^-2
  para (1): r = 0.5000 nm, static M2 part = 1.6405e+07 s^-2
  intramolecular M2, static = 2.1941e+09 s^-2
  intramolecular M2, rotating = 5.4851e+08 s^-2
  ratio from six-spin traces = 0.250000
  rms width, static = 7.455 kHz
  rms width, rotating = 3.727 kHz
Pair signal with sixfold jumps, largest sampled deviation
from the fully narrowed signal (bt = 2, 4, 6, 8):
  jump rate to each neighbour / b = 0.01: 0.5246
  jump rate to each neighbour / b = 1: 0.1538
  jump rate to each neighbour / b = 100: 0.0034
Curvatures of the signal at jump rate / b = 100:
  at bt = 1e-05: 0.4497 b^2
  at bt = 0.10: 0.1123 b^2
Stacked rings, separation = 0.500 nm:
  intermolecular M2 ratio = 0.3802
```
